# Why ternary diffusion paths end along the fast eigenvector: a program that tests the result

```python
# Result under test: in an infinite ternary diffusion couple with constant
# interdiffusion matrix D (eigenvalues D_fast > D_slow > 0), the composition path
# reaches both terminal compositions tangent to the eigenvector of D_fast, because
# erfc(r z)/erfc(z) -> 0 for r = sqrt(D_fast/D_slow) > 1, z = x/(2 sqrt(D_fast t)).
# Symbols: c1, c2 independent mole fractions; x position (um); t time (s);
# eigenvectors scaled to (1, slope); a_fast, a_slow: components of c_left - c_right;
# rho: slow contribution / fast contribution to the departure of c1 from its end value.
# Independent road: finite-volume solution of the coupled equations (no eigenvectors)
# and direct quadrature of the Gaussian tail integral.
import numpy as np
import mpmath as mp
from scipy.special import erfc
from scipy.optimize import brentq
from scipy.constants import hour

mp.mp.dps = 30
D = np.array([[0.04, 0.02], [0.01, 0.03]])      # um^2/s
time = 100 * hour                               # s
c_right = np.array([0.10, 0.20])
c_left = np.array([0.30, 0.20])


def eigen_sorted(matrix):
    """Eigenvalues, largest first, and eigenvectors with first component 1."""
    values, vectors = np.linalg.eig(matrix)
    order = np.argsort(values)[::-1]
    vectors = vectors[:, order]
    return values[order], vectors / vectors[0]


(D_fast, D_slow), V = eigen_sorted(D)
s_fast, s_slow = V[1]
r = np.sqrt(D_fast / D_slow)
width_fast = 2 * np.sqrt(D_fast * time)
width_slow = 2 * np.sqrt(D_slow * time)


def departure(x, amplitudes):
    """c(x) - c_right from the two-mode formula."""
    tails = np.array([erfc(x / width_fast), erfc(x / width_slow)])
    return 0.5 * V @ (np.asarray(amplitudes).reshape(2, *([1] * np.ndim(x))) * tails)


def rho(x, amplitudes):
    return amplitudes[1] / amplitudes[0] * erfc(x / width_slow) / erfc(x / width_fast)


def chord_slope(x, amplitudes):
    q = rho(x, amplitudes)
    return (s_fast + q * s_slow) / (1 + q)


def tangent_ratio(x, amplitudes):
    """Slow increment / fast increment along the path."""
    z = x / width_fast
    return amplitudes[1] / amplitudes[0] * r * np.exp(-(r**2 - 1) * z**2)


# ---------- finite-volume solver for the coupled equations ----------
h = 4.0                                         # cell size, um
steps = 6750
dt = time / steps
cells = h * (np.arange(-400, 400) + 0.5)
faces = cells[:-1] + h / 2


def constant_D(face_composition):
    return D[0, 0], D[0, 1], D[1, 0], D[1, 1]


def variable_D(face_composition):
    return 0.04, 0.10 * face_composition[0], 0.01, 0.03


def simulate(left, right, diffusivity):
    c = np.where(cells < 0, left[:, None], right[:, None])
    flux = np.empty((2, len(faces)))
    for _ in range(steps):
        g = (c[:, 1:] - c[:, :-1]) / h
        d11, d12, d21, d22 = diffusivity(0.5 * (c[:, 1:] + c[:, :-1]))
        flux[0] = -(d11 * g[0] + d12 * g[1])
        flux[1] = -(d21 * g[0] + d22 * g[1])
        c[:, :-1] -= dt / h * flux
        c[:, 1:] += dt / h * flux
    return c


def simulated_slope(c, end, position):
    i = np.argmin(abs(cells - position))
    d = c[:, i] - end
    return d[1] / d[0]


# ---------- main couple: profile, chords, tangents ----------
amp = np.linalg.solve(V, c_left - c_right)
sim = simulate(c_left, c_right, constant_D)
formula = c_right[:, None] + departure(cells, amp)
profile_error = np.max(abs(sim - formula))
assert profile_error < 1e-4                     # second-order grid error
for position in (102.0, 202.0, 302.0, 402.0, 602.0):
    assert abs(simulated_slope(sim, c_right, position)
               - chord_slope(position, amp)) < 4e-3
end_slope_right = simulated_slope(sim, c_right, 802.0)
end_slope_left = simulated_slope(sim, c_left, -802.0)
assert abs(end_slope_right - s_fast) < 1e-3
assert abs(end_slope_left - s_fast) < 1e-3

modal_increments = np.linalg.solve(V, np.diff(sim, axis=1))
for position in (0.0, 100.0, 200.0, 300.0):
    i = np.argmin(abs(faces - position))
    measured = modal_increments[1, i] / modal_increments[0, i]
    assert abs(measured / tangent_ratio(position, amp) - 1) < 0.02

# ---------- Gaussian tails from their defining integral ----------


def tail(z):
    z = mp.mpf(z)
    return 2 / mp.sqrt(mp.pi) * mp.quad(lambda s: mp.exp(-s * s),
                                        [z, z + 0.5, z + 2, z + 8])


r_mp = mp.mpf(float(r))
for z in (0.3, 1, 2, 4, 10):
    assert tail(r_mp * z) / tail(z) < r_mp * mp.exp(-(r_mp**2 - 1) * mp.mpf(z)**2)
z = mp.mpf(10)
asymptote = mp.exp(-(r_mp**2 - 1) * z**2) / r_mp
correction = (tail(r_mp * z) / tail(z) / asymptote - 1) * z**2
correction_predicted = (1 - 1 / r**2) / 2
assert abs(correction - correction_predicted) < 0.02   # next order is 1/z^2


def local_exponent(z, d=mp.mpf("0.001")):
    top = mp.log(tail(r_mp * (z + d)) / tail(r_mp * (z - d)))
    return float(top / mp.log(tail(z + d) / tail(z - d)))


exponents = {k: local_exponent(mp.mpf(k)) for k in (1, 2, 8)}
assert abs(exponents[8] - D_fast / D_slow) < 0.02      # remainder falls as 1/z^2

# ---------- uphill transport of species 2 ----------
x_star = width_fast * np.sqrt(
    np.log(-amp[1] * s_slow * r / (amp[0] * s_fast)) / (r**2 - 1))
gradient = np.diff(sim, axis=1) / h
flux = -D @ gradient
right_half = cells > 0
peak_position = cells[right_half][np.argmax(sim[1, right_half])]
assert abs(peak_position - x_star) <= h
inside = abs(faces) < x_star - h
outside = (abs(faces) > x_star + h) & (abs(faces) < 800)
assert np.all(flux[1, inside] * gradient[1, inside] > 0)
assert np.all(flux[1, outside] * gradient[1, outside] < 0)
i800 = np.argmin(abs(faces - 800))
effective_D = -flux[:, i800] / gradient[:, i800]
assert np.all(abs(effective_D / D_fast - 1) < 2e-3)

# ---------- couple with a weak fast component, and one with none ----------
amp_weak = np.array([0.004, 0.100])
left_weak = c_right + V @ amp_weak
sim_weak = simulate(left_weak, c_right, constant_D)
for position in (102.0, 202.0, 302.0, 402.0, 602.0):
    assert abs(simulated_slope(sim_weak, c_right, position)
               - chord_slope(position, amp_weak)) < 4e-3
assert abs(simulated_slope(sim_weak, c_right, 802.0) - s_fast) < 1e-3

left_slow = c_right + np.array([0.1, -0.1])
sim_slow = simulate(left_slow, c_right, constant_D)
slope_no_fast = simulated_slope(sim_slow, c_right, 302.0)
assert abs(slope_no_fast - s_slow) < 1e-6


def turn_point(amplitudes):
    """Position where rho has fallen to 0.1, and the departure of c1 there."""
    x = brentq(lambda y: rho(y, amplitudes) - 0.1, 1.0, 1200.0)
    return x, departure(x, amplitudes)[0]


def slope_at_departure(amplitudes, level=1e-3):
    x = brentq(lambda y: departure(y, amplitudes)[0] - level, 1.0, 1200.0)
    return x, chord_slope(x, amplitudes)


# ---------- composition-dependent D: each end has its own eigenvector ----------
sim_var = simulate(c_left, c_right, variable_D)
ends = {}
for name, end, position in (("right", c_right, 802.0), ("left", c_left, -802.0)):
    d11, d12, d21, d22 = variable_D(end)
    values, vectors = eigen_sorted(np.array([[d11, d12], [d21, d22]]))
    ends[name] = (values, vectors[1, 0], simulated_slope(sim_var, end, position))
    assert abs(ends[name][1] - ends[name][2]) < 2e-3
assert abs(ends["right"][1] - ends["left"][1]) > 0.1

# ---------- output ----------
print("D matrix (um^2/s):", D.tolist())
print(f"time: {time/hour:.0f} h")
print("left, right (mole fractions):", c_left.tolist(), c_right.tolist())
print(f"D_fast, D_slow: {D_fast:.4f}, {D_slow:.4f} um^2/s")
print(f"eigenvector slopes fast, slow: {s_fast:.4f}, {s_slow:.4f}")
print(f"a_fast, a_slow: {amp[0]:.5f}, {amp[1]:.5f} (mole fraction)")
print(f"r = {r:.4f}, r^2 = {r*r:.4f}")
print(f"widths 2 sqrt(D t) fast, slow: {width_fast:.1f}, {width_slow:.1f} um")
print("x(um) z erfc_fast erfc_slow rho chord_slope tangent_slope")
for x in (0.0, 100.0, 200.0, 300.0, 400.0, 600.0, 800.0):
    m = tangent_ratio(x, amp)
    print(f"{x:.0f} {x/width_fast:.3f} {erfc(x/width_fast):.3e} "
          f"{erfc(x/width_slow):.3e} {rho(x, amp):.3e} "
          f"{chord_slope(x, amp):.4f} {(s_fast + m*s_slow)/(1 + m):.4f}")
print(f"largest profile difference, simulation - formula: {profile_error:.1e}")
print(f"simulated chord slope at x=+802 um: {end_slope_right:.5f}")
print(f"simulated chord slope at x=-802 um: {end_slope_left:.5f}")
print(f"tail-ratio correction times z^2 at z=10: {float(correction):.4f}")
print(f"its predicted limit: {correction_predicted:.4f}")
for k, value in exponents.items():
    print(f"local exponent at z={k}: {value:.4f}")
print(f"uphill zone half-width x*: {x_star:.1f} um")
print(f"peak c2 at x*: {c_right[1] + departure(x_star, amp)[1]:.5f}")
print(f"simulated peak cell: {peak_position:.0f} um (cell size {h:.0f} um)")
print("simulated -J/gradient at 800 um, species 1, 2: "
      f"{effective_D[0]:.5f}, {effective_D[1]:.5f} um^2/s")
print("weak-fast couple, left end:", np.round(left_weak, 4).tolist())
print("weak-fast a_fast, a_slow:", amp_weak.tolist())
for name, a in (("main", amp), ("weak-fast", amp_weak)):
    x, dep = turn_point(a)
    print(f"{name}: rho=0.1 at x={x:.1f} um, c1 departure {dep:.2e}")
    x, slope = slope_at_departure(a)
    print(f"{name}: c1 departure 0.001 at x={x:.1f} um, chord slope {slope:.4f}")
print("no-fast couple, left end:", np.round(left_slow, 4).tolist())
print(f"no-fast couple, simulated slope at 302 um: {slope_no_fast:.6f}")
print("variable D: D12 = 0.10*c1 um^2/s, other entries as above")
for name, (values, predicted, found) in ends.items():
    print(f"{name} end: eigenvalues {values[0]:.5f}, {values[1]:.5f} um^2/s; "
          f"fast slope {predicted:.4f}, simulated {found:.4f}")
print("every check passed")
```

Running it gives:

```
D matrix (um^2/s): [[0.04, 0.02], [0.01, 0.03]]
time: 100 h
left, right (mole fractions): [0.3, 0.2] [0.1, 0.2]
D_fast, D_slow: 0.0500, 0.0200 um^2/s
eigenvector slopes fast, slow: 0.5000, -1.0000
a_fast, a_slow: 0.13333, 0.06667 (mole fraction)
r = 1.5811, r^2 = 2.5000
widths 2 sqrt(D t) fast, slow: 268.3, 169.7 um
x(um) z erfc_fast erfc_slow rho chord_slope tangent_slope
0 0.000 1.000e+00 1.000e+00 5.000e-01 -0.0000 -0.1623
100 0.373 5.982e-01 4.047e-01 3.383e-01 0.1209 -0.0864
200 0.745 2.918e-01 9.558e-02 1.638e-01 0.2889 0.1164
300 1.118 1.138e-01 1.242e-02 5.454e-02 0.4224 0.3378
400 1.491 3.501e-02 8.581e-04 1.225e-02 0.4818 0.4589
600 2.236 1.565e-03 5.733e-07 1.831e-04 0.4997 0.4993
800 2.981 2.483e-05 2.617e-11 5.270e-07 0.5000 0.5000
largest profile difference, simulation - formula: 2.2e-06
simulated chord slope at x=+802 um: 0.50000
simulated chord slope at x=-802 um: 0.50000
tail-ratio correction times z^2 at z=10: 0.2951
its predicted limit: 0.3000
local exponent at z=1: 2.1894
local exponent at z=2: 2.3673
local exponent at z=8: 2.4886
uphill zone half-width x*: 148.3 um
peak c2 at x*: 0.20726
simulated peak cell: 150 um (cell size 4 um)
simulated -J/gradient at 800 um, species 1, 2: 0.05000, 0.05000 um^2/s
weak-fast couple, left end: [0.204, 0.102]
weak-fast a_fast, a_slow: [0.004, 0.1]
main: rho=0.1 at x=249.3 um, c1 departure 1.39e-02
main: c1 departure 0.001 at x=461.8 um, chord slope 0.4941
weak-fast: rho=0.1 at x=496.0 um, c1 departure 1.97e-05
weak-fast: c1 departure 0.001 at x=291.8 um, chord slope -0.6277
no-fast couple, left end: [0.2, 0.1]
no-fast couple, simulated slope at 302 um: -1.000000
variable D: D12 = 0.10*c1 um^2/s, other entries as above
right end: eigenvalues 0.04618, 0.02382 um^2/s; fast slope 0.6180, simulated 0.6179
left end: eigenvalues 0.05303, 0.01697 um^2/s; fast slope 0.4343, simulated 0.4343
every check passed
```
